# Sign of the Madelung Energy of a Charged Defect in Tetragonal Supercells

## Problem

A charged oxygen vacancy in a memory oxide is computed in a periodic supercell \(a\times a\times c\). The cell must be neutral, so a uniform background of opposite charge is added. The energy then contains a spurious part: the interaction of the defect with its periodic images and with the background.

Model the defect as a point charge \(Q=qe\) in a medium of isotropic dielectric constant \(\varepsilon\). Find this energy per cell as a function of \(r=c/a\). For which \(r\) does it change sign, and what does the sign change mean for a supercell calculation?

**Conventions.** Let \(\phi\) be the periodic potential of a unit charge per cell plus background, with \(\varepsilon=1\) and Gaussian units, so that a bare unit charge gives \(1/R\). Its density is \(\rho=\delta(\mathbf r)-1/V\) in the cell of volume \(V=a^2c\). Choose the constant in \(\phi\) so that its cell average is zero. In \(\tfrac12\int\rho\phi\) the background then contributes nothing. Removing the self-energy of the isolated charge replaces \(\phi(0)\) by
\[
\phi'(0)=\lim_{R\to0}\left[\phi(\mathbf R)-\frac1R\right]\equiv\frac{f(r)}{a}.
\]
Restoring the charge, the dielectric constant and \(k=e^2/(4\pi\varepsilon_0)\) gives
\[
E=\frac{q^2k}{2\varepsilon a}\,f(r).
\]
The isolated defect has \(E=0\), so the correction to be added to the supercell energy is \(-E\). The constant \(\varepsilon\) scales \(E\) but does not move its zeros.

## First estimate by scaling

For a long cell, add and subtract a uniform sheet of unit charge per area \(a^2\) in each plane of defects. The system becomes the sum of two neutral parts.

The first part consists of positive sheets in the three-dimensional background. The field beside a sheet is \(2\pi/a^2\), and it falls linearly to zero at \(z=c/2\). The potential drop is therefore
\[
\frac12\cdot\frac{2\pi}{a^2}\cdot\frac c2=\frac{\pi c}{2a^2}.
\]
Measured from the midplane, the potential is this drop times \((1-2|z|/c)^2\), whose average is \(1/3\). Relative to the cell average, the sheet thus sits at \(\tfrac23\,\pi c/(2a^2)=\pi c/(3a^2)\). This contribution is positive and grows with \(c\).

The second part consists of point charges, each in a negative sheet. On dimensional grounds it contributes \(-C/a\), where \(C\) is a number. To estimate \(C\), keep only the charge's own patch of sheet and replace the square by a disc of equal area, of radius \(R_d=a/\sqrt\pi\). The potential at the centre of the disc is
\[
-\frac1{a^2}\int_0^{R_d}\frac{2\pi\rho\,d\rho}{\rho}
=-\frac{2\pi R_d}{a^2}=-\frac{2\sqrt\pi}{a}\approx-\frac{3.545}{a}.
\]
The estimate and its zero are
\[
f\approx\frac{\pi r}{3}-2\sqrt\pi,\qquad r\approx\frac{6}{\sqrt\pi}\approx3.39 .
\]
The attraction to the nearby sheet scales as \(1/a\), the energy of the field between layers as \(c/a^2\), and the sign changes where they balance.

## Exact solution

**Sum along the long axis.** Poisson's equation gives
\[
\phi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}
=\frac{4\pi}{a^2}\sum_{\mathbf g}e^{i\mathbf g\cdot\boldsymbol\rho}P_g(z),
\]
where \(\mathbf g\) is the lateral part of \(\mathbf G\) and \(P_g\) collects the sum over \(k_z\), including a factor \(1/c\). Omitting \(\mathbf G=0\) sets the average to zero.

For \(g\ne0\), \(P_g\) is the \(c\)-periodic solution of \(-P_g''+g^2P_g=\delta(z)\). For \(|z|\le c/2\),
\[
P_g(z)=\frac{\cosh[g(c/2-|z|)]}{2g\sinh(gc/2)} .
\]
Its slope is \(-\tfrac12\) just above \(z=0\) and \(+\tfrac12\) just below, which is the jump of \(-1\) required by the delta function. The slope vanishes at \(c/2\), as periodicity and symmetry demand.

For \(g=0\) the missing \(k_z=0\) term changes the equation to \(-P_0''=\delta(z)-1/c\), with zero average:
\[
P_0(z)=\frac c{12}-\frac{|z|}2+\frac{z^2}{2c}.
\]
Over \(|z|\le c/2\) the averages of \(|z|\) and \(z^2\) are \(c/4\) and \(c^2/12\), so the three terms of \(P_0\) average to \(c/12\), \(-c/8\) and \(c/24\), which add to zero. At the charge, this part of the potential is \((4\pi/a^2)(c/12)=\pi c/(3a^2)\), as in the estimate.

**Separation of one layer.** Multiplying numerator and denominator by \(e^{gc/2}\) gives
\[
\frac{\cosh[g(c/2-z)]}{\sinh(gc/2)}
=e^{-gz}+\frac{e^{gz}+e^{-gz}}{e^{gc}-1},\qquad 0<z\le c/2 .
\]
The first term belongs to the layer at \(z=0\), the second to all the others. Write \(g=2\pi s/a\) with \(s=\sqrt{m^2+n^2}\), and let a prime on a sum exclude \(m=n=0\). The prefactor is \((4\pi/a^2)/(2g)=1/(as)\). Since \(\phi-1/R\) is smooth at the charge, the limit may be taken along the axis. With \(\eta=2\pi z/a\), the subtracted term is \(1/z=2\pi/(a\eta)\), and
\[
f(r)=\frac{\pi r}{3}+M+\sum{}'\frac{2}{s\,(e^{2\pi rs}-1)},\qquad
M=\lim_{\eta\to0}\left[\sum{}'\frac{e^{-\eta s}}s-\frac{2\pi}\eta\right].
\]

**The layer constant.** To evaluate \(M\), use
\[
\frac{e^{-\eta s}}s=\int_0^\infty t^{-1/2}e^{-\pi s^2t-B/t}\,dt,\qquad B=\frac{\eta^2}{4\pi}.
\]
To prove it, put \(t=x^2\), \(A=\pi s^2\) and \(u=\sqrt A\,x-\sqrt B/x\). The integral becomes \(2e^{-2\sqrt{AB}}\int_0^\infty e^{-u^2}dx\). The substitution \(x\to\sqrt{B/A}/x\) leaves \(u^2\) unchanged, so \(2\,dx\) may be replaced by \((1+\sqrt{B/A}/x^2)\,dx=du/\sqrt A\). The result is \(\sqrt{\pi/A}\,e^{-2\sqrt{AB}}=e^{-\eta s}/s\).

Sum over the lattice and split the integral at \(t=1\). Above the split \(\eta\) can be set to zero, which gives
\[
S_0=\sum{}'\int_1^\infty t^{-1/2}e^{-\pi s^2t}dt=\sum{}'\frac{\operatorname{erfc}(\sqrt\pi\,s)}s .
\]
Below it, Poisson summation gives
\[
\sum{}'e^{-\pi s^2t}=\frac1t\sum{}'e^{-\pi s^2/t}+\frac1t-1 .
\]
With \(u=1/t\), the three terms contribute as follows when \(\eta\to0\):

- The first becomes \(\sum'\int_1^\infty u^{-1/2}e^{-\pi s^2u}du=S_0\).
- The second becomes \(\int_1^\infty u^{-1/2}e^{-Bu}du=\sqrt{\pi/B}-\int_0^1u^{-1/2}e^{-Bu}du\to2\pi/\eta-2\).
- The third becomes \(-\int_0^1t^{-1/2}dt=-2\).

The divergent \(2\pi/\eta\) cancels, leaving
\[
M=2\sum{}'\frac{\operatorname{erfc}(\sqrt\pi\,s)}s-4=-3.900265 .
\]

**Number of zeros.** Each term \(1/(e^{2\pi rs}-1)=\sum_{j\ge1}e^{-2\pi jrs}\) is strictly convex in \(r\), and the rest of \(f\) is linear. Hence \(f\) is strictly convex and has at most two zeros. It tends to \(+\infty\) for large \(r\) through \(\pi r/3\), and for \(r\to0\) because the four terms with \(s=1\) alone give \(8/(e^{2\pi r}-1)\). Since \(f(1)=-2.8373\), there are exactly two zeros.

At the upper one the exponential sum is only \(5.5\times10^{-10}\), so
\[
r_+=-\frac{3M}{\pi}=3.7245
\]
to the digits shown. The lower zero, found numerically from the full formula, is \(r_-=0.2402\). Between them \(E<0\); outside them \(E>0\). For very flat cells the images along the short axis are closer than the lateral spacing, and their repulsion dominates.

As an independent test, \(f\) was summed in real space as charges minus background, with a Gaussian cutoff extrapolated away. For six ratios from 0.24 to 5 the result differed from the formula by at most \(1.5\times10^{-4}\). The direct sums give \(f=-0.0257\) at \(r=3.70\) and \(+0.0267\) at \(r=3.75\).

## Comparison of estimate and solution

The estimate has the slope \(\pi/3\) that the exact \(f\) approaches for long cells, but its layer constant, \(-3.545\), is about 9% smaller in magnitude than \(M\). Its zero is therefore 9% below the exact one.

The missing part comes mainly from neighbouring cells of the layer. In units of \(a\), the charge's own square patch gives
\[
-8\int_0^{\pi/4}\frac{d\theta}{2\cos\theta}=-4\ln(1+\sqrt2)\approx-3.53,
\]
close to the disc. A neighbouring cell is neutral, but its negative charge is spread in the plane. Over the unit square \(\langle x_ix_j\rangle=\delta_{ij}/12\), so at distance \(s\) the second-order term of the patch potential is
\[
-\frac12\cdot\frac1{12}\cdot\frac{3-2}{s^3}=-\frac1{24s^3}.
\]
With \(\sum's^{-3}\approx9.0\), the neighbours add about \(-0.38\). The total, \(-3.90\), accounts for the difference at this order.

## Worked example: a doubly positive vacancy

Take \(q=2\), \(a=1.0\) nm and \(\varepsilon=20\), rough values for a hafnia-like oxide. The energy scale is
\[
\frac{q^2k}{2\varepsilon a}=\frac{4\times1.43996\ \text{eV nm}}{2\times20\times1.0\ \text{nm}}=0.1440\ \text{eV}.
\]
With \(a\) held fixed:

| \(c/a\) | \(f\) | \(E\) (eV) |
|---|---|---|
| 1 | −2.837 | −0.409 |
| 3 | −0.759 | −0.109 |
| 4 | 0.289 | 0.042 |
| 5 | 1.336 | 0.192 |
| 8 | 4.477 | 0.645 |

In the cubic cell the uncorrected energy is 0.41 eV too low; at \(c/a=8\) it is 0.64 eV too high. Lengthening one axis alone does not converge the energy, because \(E\) eventually grows linearly with \(c\). If the ions are held fixed and only electrons screen, with \(\varepsilon=4.5\), the cubic value becomes −1.816 eV, while the zeros stay where they are.

At \(c=3.7245\) nm the energy vanishes, but the potential does not. From \(P_0\), the plane-averaged potential at the midplane is
\[
-\frac{\pi c}{6a^2}\,\frac{qk}{\varepsilon e}=-0.281\ \text{V},
\]
and the drop from the defect plane is 0.842 V. The averaged field beside that plane is 9.05 MV/cm. Part of this belongs to the defect itself: an isolated charge, averaged over the same \(a\times a\) patch, gives the same field just beside the plane, a drop of 0.43 V, and \(+0.076\) V at the distance \(c/2\). The artefact is the difference, about \(-0.36\) V at the midplane, although it vanishes at the charge. A zero of \(E\) is thus a cancellation within one energy and does not make the cell equivalent to an isolated defect.

## Beyond the isotropic point-charge model

**Anisotropic screening.** Let the dielectric tensor be \(\varepsilon_\perp\) in the plane and \(\varepsilon_\parallel\) along \(c\). The coordinates \(x/\sqrt{\varepsilon_\perp}\), \(y/\sqrt{\varepsilon_\perp}\), \(z/\sqrt{\varepsilon_\parallel}\) turn \(-\nabla\cdot(\boldsymbol\varepsilon\nabla\phi)=4\pi\rho\) into the isotropic equation. The delta function acquires the factor \(1/(\varepsilon_\perp\sqrt{\varepsilon_\parallel})\), and the lateral period becomes \(a/\sqrt{\varepsilon_\perp}\). Together,
\[
E=\frac{q^2k}{2a\sqrt{\varepsilon_\perp\varepsilon_\parallel}}\,
f\!\left(r\sqrt{\varepsilon_\perp/\varepsilon_\parallel}\right),\qquad
r_+\to3.7245\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.
\]
For \(\varepsilon_\perp=22\) and \(\varepsilon_\parallel=16\), whose mean over the three axes is still 20, the critical ratio falls to 3.176. The cell with \(r=3.7245\) then has \(E=103\) meV instead of zero.

**Spread of the charge.** Give the charge a Gaussian profile with standard deviation \(\sigma\) per axis, small enough that images do not overlap. Smearing lowers the volume integral of each charge's potential by \(2\pi\sigma^2\), so restoring zero average raises the potential by \(2\pi\sigma^2/V\). Averaging the remaining potential over the Gaussian adds \(\tfrac12\sigma^2\nabla^2\phi'=\tfrac12\sigma^2(4\pi/V)\), the same amount again. The energy rises by
\[
\frac{q^2k}{2\varepsilon}\,\frac{4\pi\sigma^2}{V}=4.9\ \text{meV}
\]
for \(\sigma=0.1\) nm in the critical cell, and the zero moves to 3.692.

**Elastic energy.** If the defect would expand the cell by \(\Delta V\), minimizing \(\tfrac12BVe^2-B\Delta V\,e\) over the volume strain \(e\) gives \(-B(\Delta V)^2/(2V)\). A clamped cell misses this relaxation. For assumed values \(B=200\) GPa and \(\Delta V=0.01\) nm³ it amounts to about 17 meV in the critical cell. This is the difference between the clamped and the relaxed cell, not the error against the isolated defect. In an isotropic medium of shear modulus \(\mu\) the clamped cell lies above the isolated defect by \(B^2(\Delta V)^2/[2V(B+4\mu/3)]\), about 10 meV for an assumed \(\mu=100\) GPa, and the relaxed cell lies about 7 meV below it.

**Tunnelling between images.** The lateral spacing stays at 1.0 nm however long the cell is. For an occupied level of assumed depth \(D=2\) eV and mass \(0.2\,m_e\), the decay constant is \(\kappa=\sqrt{2mD}/\hbar=3.24\) nm⁻¹. For two zero-range wells, the boundary condition at each well gives \(\kappa_\pm=\kappa\pm e^{-\kappa_\pm a}/a\). Half the resulting level splitting is 48 meV. In the supercell each defect has four nearest lateral images, so at a single k-point the level can shift by roughly four times this, about 0.2 eV. The estimate depends exponentially on the assumed mass: for a mass \(m_e\) the shift is only about 2 meV. The level of the doubly positive vacancy is empty, so this does not enter its total energy directly, but it can matter for charge states with electrons in the level: the shifts cancel to first order over a full, well-sampled defect band, but not over a partly filled band or at a single k-point.

## Relation to real oxides

The parameters are rough model values, and the energies are not a first-principles result for hafnia. Real memory films can be amorphous or polycrystalline, and they contain neither a periodic defect array nor a uniform background; \(E\) is an artefact of the calculation. Of the effects estimated above that enter the energy of the doubly positive vacancy, anisotropic screening is the largest for the values assumed: the anisotropy chosen here shifts the energy by 103 meV, four times \(k_BT\) at 300 K (25.9 meV). The averaged potential drop of 0.842 V is well below a rough band gap of 5.5 eV, so in this averaged picture it does not move electrons from the valence to the conduction band. The averaged field of 9 MV/cm beside the defect plane, which is essentially the defect's own, is of the order of the breakdown fields of hafnia films (several MV/cm), so linear screening close to the defect deserves a check.

A cell with \(c/a\approx3.72\) therefore removes the leading charge correction only for a compact charge and isotropic screening. In other cases the correction has to be evaluated with the actual dielectric tensor and, if the charge is spread out, with its distribution. In any cell, comparing a charged with a neutral supercell also requires aligning their potential references, a term of order \(1/V\) that the point-charge model does not contain. The numerical output below lists the values used.

## Values computed for the example and the checks

```
square-layer constant M = -3.900265
M from its defining limit = -3.900268
largest |f(direct sum) - f(formula)| = 1.5e-04
direct-sum f at c/a = 3.70: -0.0257
direct-sum f at c/a = 3.75: 0.0267
upper zero, c/a = 3.724479
-3M/pi = 3.724479
exponential sum at upper zero = 5.5e-10
lower zero, c/a = 0.240157
input: q = 2, a = 1.0 nm, eps = 20.0
e^2/(4 pi eps0) = 1.43996 eV nm
c/a = 0.2: f = 1.8297, E = 0.2635 eV
c/a = 0.5: f = -2.9332, E = -0.4224 eV
c/a = 1.0: f = -2.8373, E = -0.4086 eV
c/a = 2.0: f = -1.8058, E = -0.2600 eV
c/a = 3.0: f = -0.7587, E = -0.1092 eV
c/a = 4.0: f = 0.2885, E = 0.0415 eV
c/a = 5.0: f = 1.3357, E = 0.1923 eV
c/a = 8.0: f = 4.4773, E = 0.6447 eV
electronic eps = 4.5: E at c/a = 1 is -1.816 eV
critical cell: c = 3.7245 nm, V = 3.7245 nm^3
tensor input: eps_perp = 22.0, eps_par = 16.0
tensor: effective c/a of critical cell = 4.3673
tensor: E in critical cell = 103.3 meV
tensor: upper zero moves to c/a = 3.1762
charge spread 0.10 nm: energy = 4.86 meV
charge spread: upper zero moves to c/a = 3.6920
elastic input: B = 200 GPa, dV = 0.010 nm^3
elastic energy of clamped cell = 16.8 meV
tunnelling input: depth = 2.0 eV, mass = 0.2 m_e
tunnelling: decay constant = 3.240 1/nm
tunnelling: hopping between lateral images = 48.4 meV
artificial plane-averaged field at layer = 9.05 MV/cm
plane-averaged potential at c/2 = -0.281 V
plane-averaged drop, layer to c/2 = 0.842 V
rough band gap for comparison = 5.5 eV
kT at 300 K = 25.9 meV
```
